# Laser linewidth and the overestimate of waveguide loss from Fabry-Perot fringes, part 2

The propagation loss of a waveguide with two cleaved facets is inferred from the contrast $K=(T_{\max}-T_{\min})/(T_{\max}+T_{\min})$ of its Fabry-Perot fringes. A finite laser linewidth lowers $K$ and so mimics loss.

The guide has length $L$, power loss coefficient $\alpha$ (in dB per length, $4.343\,\alpha$), facet power reflectivity $R$, effective index $n_{\rm eff}$ and group index $n_g$. The round-trip factor is $\rho=Re^{-\alpha L}$, the round-trip group delay is $\tau=2n_gL/c$, and the fringe spacing in frequency is $1/\tau$. For monochromatic light with round-trip phase $\phi$, the transmission is a sum of harmonics $m$:

$$
T=\frac{T_0}{1-\rho^2}\left[1+2\sum_{m=1}^{\infty}\rho^m\cos m\phi\right],\qquad T_0=(1-R)^2e^{-\alpha L}.
$$

A Lorentzian line of full width at half maximum $\Delta\nu$, which corresponds to white frequency noise, multiplies harmonic $m$ by $e^{-\pi\Delta\nu\,m\tau}$. The fringe keeps its Airy shape, with $\rho'=\rho e^{-\pi\Delta\nu\tau}$ in place of $\rho$, and its scan mean stays at $T_0/(1-\rho^2)$. A random-phase simulation at $\Delta\nu\,\tau=0.10$ confirmed the damping. The contrast method then returns the apparent loss

$$
\alpha_{\rm app}=\alpha+\frac{2\pi n_g\Delta\nu}{c}.
$$

The example has $L=2.0$ cm, $R=0.30$, $n_{\rm eff}=3.45$, $n_g=3.65$, a true loss of 0.20 dB/cm, a wavelength near 1550 nm and $\Delta\nu=20$ MHz. Hence $\tau=0.4870$ ns, the fringe spacing is 2.053 GHz or 16.46 pm, and $\pi\Delta\nu\tau=0.03060$. The excess is 0.0664 dB/cm, 33 % of the true loss.

Below, $\delta$ alone is the frequency offset from the line centre; before another symbol it marks a small change. Averaging over the line lowers the contrast by only 2.6 %, from 0.5091 to $K=0.4958$. The large effect on the loss follows from

$$
\delta\alpha=-\frac1L\,\frac{1+\rho^2}{1-\rho^2}\,\frac{\delta K}{K}.
$$

In a guide of low loss, $\alpha L$ is itself small, here 0.092, and an error of a few hundredths in $\ln\rho$ is a large fraction of it.

The numerical average that gave this contrast also distinguishes the group index from the effective index. With $n_{\rm eff}=3.45$ in place of $n_g$, the formula would predict an excess smaller by the ratio $3.45/3.65$, that is, by 5.5 %. The average over the line, computed from the frequency-dependent effective index, agrees with the group index and excludes the other choice.

One way to check a loss measurement is to repeat it on guides of several lengths. The measured round-trip factors then obey

$$
\ln\rho'=\ln R-\left(\alpha+\frac{2\pi n_g\Delta\nu}{c}\right)L .
$$

This is a straight line in $L$ whose intercept gives the correct reflectivity, while its slope contains the whole error. For lengths of 1, 2 and 4 cm, with everything else held fixed, the numerical averages give an apparent loss of 0.2664 dB/cm each time, and the fitted line gives $R=0.3000$. A good straight line and a sensible reflectivity are thus no evidence against a linewidth error.

The length series does remove another error. Suppose the true reflectivity is 0.31 but 0.30 is used with a single guide of 2 cm. The inferred loss is then too low by $\ln(0.31/0.30)/(2.0\ \mathrm{cm})$, which is 0.071 dB/cm. This is as large as the linewidth excess and of opposite sign, so the two errors together could yield a nearly correct loss by accident. The statement that linewidth makes the loss too high therefore refers to the effect of the linewidth with the correct $R$, and not to the sum of all errors in a measurement.

Absolute transmission does tell the two causes apart. The linewidth leaves the scan mean at 0.48305. If the apparent loss of 0.2664 dB/cm were real, the scan mean would be 0.46625, which is 3.5 % lower. Most of this difference is the factor $e^{-0.0306}=0.970$ in $T_0$; the rest comes from $1/(1-\rho^2)$, which falls slightly when $\rho$ falls. To use the difference, one must know the coupling efficiency to clearly better than 3.5 %, and freedom from that requirement is the chief attraction of the contrast method. A more direct way is to repeat the scan on the same guide with a much narrower laser: a real loss stays, and the excess disappears.

If the line is Lorentzian and its width is known, the correction is a subtraction,

$$
\alpha=\alpha_{\rm app}-\frac{2\pi n_g\Delta\nu}{c},
$$

where the group index follows from the measured fringe spacing $1/\tau$ as $n_g=c\,\tau/(2L)$. In the example it restores 0.2000 dB/cm. The correction is proportional to $\Delta\nu$, so its relative uncertainty is at least that of the linewidth. For $n_g=3.65$, a linewidth of 0.1 MHz gives an excess of 0.0003 dB/cm, 1 MHz gives 0.0033 dB/cm, 10 MHz gives 0.033 dB/cm and 100 MHz gives 0.33 dB/cm. An excess below 0.01 dB/cm requires a Lorentzian linewidth below 3.0 MHz.

The direction of the error does not depend on the Lorentzian shape. At every frequency the monochromatic transmission lies between $T_{\min}$ and $T_{\max}$. An average with non-negative weights of unit sum lies between them too, so broadening cannot raise the maximum or lower the minimum. With $x=T_{\max}/T_{\min}$ the contrast is $(x-1)/(x+1)=1-2/(x+1)$, which increases with $x$. Broadening by any line shape therefore cannot increase the contrast, and it cannot make the inferred loss too low. The contrast is left unchanged only if all the laser power sits at frequencies separated by whole fringe spacings, which no continuous line satisfies.

The size of the error, in contrast, depends strongly on the shape. For a Gaussian line of standard deviation $\sigma$, harmonic $m$ is multiplied by $e^{-(2\pi m\tau)^2\sigma^2/2}$, the Fourier transform of the Gaussian. Its full width at half maximum is $\Delta\nu=2\sigma\sqrt{2\ln2}$, so $\sigma^2=\Delta\nu^2/(8\ln 2)$ and the factor becomes

$$
\exp\left[-\frac{(\pi\Delta\nu\,m\tau)^2}{4\ln2}\right].
$$

The exponent grows as $m^2$. It is not the $m$-th power of one number, and the averaged fringe is no longer an Airy function with a changed $\rho$. For a narrow line the damping is also quadratic in $\Delta\nu\,\tau$, where the Lorentzian gives a linear effect. At the same width of 20 MHz and a length of 2 cm, the Gaussian excess is 0.00085 dB/cm, nearly eighty times smaller than the Lorentzian one. It also depends on length: 0.00043 dB/cm at 1 cm and 0.00166 dB/cm at 4 cm. This near-proportionality to $L$ is what the formula suggests, since the exponent grows as $\tau^2\propto L^2$ and the inferred loss divides by one power of $L$.

The Lorentzian owes its linear effect to its wings. For $\delta\gg\Delta\nu$ the line falls as $\Delta\nu/(2\pi\delta^2)$, and integrating this on both sides from $\delta$ outward gives a power fraction $\Delta\nu/(\pi\delta)$. Half a fringe spacing away, at $\delta=1/(2\tau)$, the fraction is $2\Delta\nu\,\tau/\pi$, about 0.6 % in the example. When the laser centre stands on a maximum, this light sees, on average, less than the maximum, but it accounts for only about a sixth of the drop there. Most of the drop comes from the wings between the linewidth and half a fringe spacing. Near the maximum the shortfall in transmission grows as $\delta^2$ while the line falls as $1/\delta^2$, so equal frequency intervals there contribute about equally. Farther out the shortfall grows more slowly, and the contribution per interval decreases. Both contributions are linear in $\Delta\nu\,\tau$, as is the loss of contrast. A narrow Gaussian has negligible power at offsets comparable with the fringe spacing.

This has a practical consequence for the value of $\Delta\nu$ to be used. What matters is how far the laser phase wanders within a round trip, here half a nanosecond. A linewidth determined over milliseconds often contains slow frequency jitter from current noise, temperature or vibration, which broadens the line in a roughly Gaussian way. Such jitter hardly affects the fringe as long as its width is a small fraction of the fringe spacing. Its effect grows as the square of the width, and on the 2 cm guide a Gaussian width of 100 MHz already gives 0.02 dB/cm. Putting such a total width into the Lorentzian formula subtracts too much and makes the corrected loss too low. The appropriate quantity is the Lorentzian part that belongs to the white frequency noise, provided that the noise stays white up to frequencies comparable with the fringe spacing. More generally, for a symmetric line of any shape, harmonic $m$ is multiplied by the field correlation at the delay $m\tau$, and that correlation can be measured directly.

The formula also presupposes that the extremes of the fringe are really recorded and that no other light reaches the detector. Both assumptions fail to some degree in practice, and their effects can be sized for a monochromatic laser on the 2 cm guide. With a scan step of 1 pm, an extreme can be missed by half a step, which is 0.030 of the fringe spacing. If this happened at both the maximum and the minimum, the inferred loss would be 0.046 dB/cm too high. This is an upper limit: a scan over several fringes samples them at different positions, and its highest and lowest readings usually lie much closer to the true extremes. A constant background $B$ leaves $T_{\max}-T_{\min}$ unchanged and adds $2B$ to the sum, so a background of 1 % of the mid-level $(T_{\max}+T_{\min})/2$ divides the contrast by 1.01. The inferred loss is then 0.025 dB/cm too high. Broadband spontaneous emission from the laser is a possible source. Light guided in the cladding is a different case, because it is coherent with the light from the guide. Where the two fields overlap at the detector they interfere, and the error can then have either sign and be much larger. The errors from the scan step and from a constant background have the sign of the linewidth effect and can be comparable with it. All these errors must be brought under control before a remaining excess is assigned to the linewidth.

Two other effects are of different weight. With a rough thermo-optic coefficient of $1.8\times10^{-4}\ \mathrm{K^{-1}}$ for silicon, and thermal expansion neglected, a temperature change of about 0.2 K moves the pattern by a full fringe. The temperature must therefore stay constant to a small fraction of this while an extreme is being recorded. Two-photon absorption is harmless here: for a rough coefficient of $7\times10^{-12}$ m/W, a mode area of 5 µm² and 1 mW in the guide, it adds about $6\times10^{-5}$ dB/cm. This estimate leaves out the absorption by the carriers it creates.

The parameters of the example can be set beside real devices. Rib waveguides of micron-scale cross-section in silicon-on-insulator reach losses of some tenths of a dB/cm, and their facet reflectivity is near the plane-wave value $(3.45-1)^2/(3.45+1)^2=0.30$. The reflectivity of the guided mode depends on its shape and polarization, however, and for a flattened mode it can differ from this value by one to a few hundredths. At 0.07 dB/cm per hundredth on a 2 cm guide, this is as large as the linewidth excess of the example or larger. The linewidth of 20 MHz is deliberately large. Distributed-feedback diode lasers typically have linewidths of the order of a megahertz, and external-cavity tunable lasers of the order of 0.1 MHz or less. With the latter the linewidth excess is below a thousandth of a dB/cm, and the facet reflectivity, the scan step and the background limit the measurement instead. In silicon wires of submicron cross-section the loss is often of the order of 1 dB/cm or more, so the excess, although somewhat larger because the group index is higher, is usually a smaller fraction of it. The frequency noise of real diode lasers is not purely white, because their relaxation oscillation adds noise at gigahertz frequencies, comparable with the fringe spacing. The present model leaves that contribution out. For a single resonance at 2 to 5 GHz in the frequency noise, with a linewidth enhancement factor of 4 and a damping rate of 3 to 10 ns⁻¹, rough estimates put the excess between about 10 % and about 100 % above the white-noise formula evaluated with the low-frequency noise level. A resonance damped at only 1 ns⁻¹ can raise the excess more than fourfold, while one damped at a rate close to its angular frequency leaves it almost unchanged. The increase depends on the damping and on where the resonance lies relative to the fringe spacing, so for such a laser the simple subtraction can leave a considerable part of the excess uncorrected. If, on the other hand, the noise were entirely slow and Gaussian at the same total width, the excess would fall from 0.066 to 0.0009 dB/cm.

For very broad lines or long guides, where $\pi\Delta\nu\,\tau$ is no longer small, the relation for $\alpha_{\rm app}$ still holds within its assumptions, but it becomes hard to use. The contrast tends to $2\rho'$ and decays exponentially with length. An absolute contrast error $\delta K$ then changes the inferred loss by $\delta K/(2\rho'L)$ in magnitude, which grows without limit as $\rho'$ vanishes. Subtracting a large correction from such a reading is a poor substitute for a narrower laser. The main computed values are listed with their units in the numerical output below.

## Values computed for the example and the checks

```
wavelength 1550 nm, length 2.0 cm
facet reflectivity 0.30
effective index 3.45, group index 3.65
laser linewidth FWHM 20 MHz
true loss 0.2000 dB/cm = 0.04605 1/cm
round-trip delay 0.4870 ns
fringe spacing 2.053 GHz = 16.46 pm
pi*linewidth*delay 0.03060
damping factor 0.96986
round-trip factor: true 0.27360, effective 0.26536
effective factor from quadrature 0.26536
monochromatic T max 0.84693, min 0.27550
line-averaged T max 0.83200, min 0.28045
contrast: monochromatic 0.50910, averaged 0.49580
largest relative fringe-shape error 1.1e-08
scan mean T: monochromatic 0.48305, averaged 0.48305
scan mean T if excess were real loss 0.46625
apparent loss (quadrature) 0.2664 dB/cm
excess loss (formula) 0.0664 dB/cm = 0.01530 1/cm
overestimate 33.2 % of true loss
corrected loss 0.2000 dB/cm
L 1 cm: apparent 0.2664 dB/cm, Gaussian-line excess 0.00043 dB/cm
L 2 cm: apparent 0.2664 dB/cm, Gaussian-line excess 0.00085 dB/cm
L 4 cm: apparent 0.2664 dB/cm, Gaussian-line excess 0.00166 dB/cm
length series: loss 0.2664 dB/cm, R 0.3000
linewidth 0.1 MHz: excess 0.00033 dB/cm
linewidth 1.0 MHz: excess 0.00332 dB/cm
linewidth 10.0 MHz: excess 0.03322 dB/cm
linewidth 100.0 MHz: excess 0.33223 dB/cm
linewidth giving 0.01 dB/cm excess 3.01 MHz
random-phase run, linewidth*delay 0.10:
  damping simulated 0.7306, law 0.7304
neglected effects:
  true R higher by 0.01: loss changes by 0.0712 dB/cm
  scan step 1 pm, worst case: 0.0461 dB/cm
  background 1 % of mid-level: 0.0251 dB/cm
  dispersion phase one fringe away 3.7e-06 rad
  temperature change per fringe 0.215 K
  two-photon loss at 1 mW in guide 6.1e-05 dB/cm
```
